\section*{Finite-well bound states: norm, outside probability and barrier-height slope}

\section*{Question}

A particle of mass $m$, the same everywhere, moves on a line in the potential
\[
V(x)=0\ \ (|x|<a),\qquad V(x)=V_0>0\ \ (|x|>a).
\]
The full width of the well is $2a$. Energies $E$ are counted from the well bottom, and bound states have $0<E<V_0$. Define
\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad
\kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar},\qquad
k_0^2=k^2+\kappa^2=\frac{2mV_0}{\hbar^2}.
\]
Write the wave function inside the well as $\cos kx$ or $\sin kx$, with unit amplitude. The \emph{norm} $N$ is the integral of $\psi^2$ over all $x$ in this scaling.

\begin{enumerate}
\item[(a)] Find one condition that gives all the levels, and state when the $n$th level exists.
\item[(b)] Show that every bound state has $N=a+1/\kappa$. Does this hold at an energy that is not a level?
\item[(c)] Find the probability $P_{\rm out}$ of finding the particle at $|x|>a$. Examine a barely bound state and a deep well.
\item[(d)] Prove that $dE/dV_0=P_{\rm out}$ at fixed $a$ and $m$. Then confirm your formula from (c) by differentiating the level condition, without using the wave function.
\item[(e)] An electron of mass $0.067\,m_e$ is in a well of width 10 nm with $V_0=250$ meV. Find the levels and their outside probabilities. Predict the level shifts when the barrier rises by 10 meV, and explain the sign of the error.
\item[(f)] These parameters are rough typical values for GaAs between AlGaAs barriers. Which results survive in a real structure?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Level condition}

The potential is symmetric, so the bound states can be taken even or odd. For $x>a$ the solution that decays is
\[
\psi(x)=\psi(a)\,e^{-\kappa(x-a)},
\]
and the left side follows by symmetry. Since the potential step is finite and the mass is uniform, $\psi$ and $\psi'$ are both continuous at $x=a$. Hence $\psi'(a)=-\kappa\psi(a)$, which gives
\begin{align}
\text{even:}\quad & k\sin ka=\kappa\cos ka, \label{even}\\
\text{odd:}\quad & k\cos ka=-\kappa\sin ka. \label{odd}
\end{align}
The even condition is $\tan ka=\kappa/k$. The odd one is $-\cot ka=\tan(ka-\pi/2)=\kappa/k$. Inverting the tangents, and numbering the solutions upwards, gives
\[
ka=(n-1)\frac{\pi}{2}+\arctan\frac{\kappa}{k},\qquad n=1,2,\ldots,
\]
with odd $n$ for even states and even $n$ for odd states. In a right triangle with legs $k$ and $\kappa$ the hypotenuse is $k_0$, so $\arctan(\kappa/k)=\pi/2-\arcsin(k/k_0)$. Therefore
\begin{equation}
ka+\arcsin\frac{k}{k_0}=\frac{n\pi}{2}. \label{level}
\end{equation}
The left side rises steadily from 0 at $k=0$ to $k_0a+\pi/2$ at $k=k_0$. There is thus one solution with $0<k<k_0$ if $k_0a>(n-1)\pi/2$, and none otherwise. The first level exists for any $V_0>0$.

\subsection*{(b) The norm}

First find the squared edge value. For an even state, (\ref{even}) gives
\[
\psi(a)^2=\cos^2ka=\frac{1}{1+\tan^2ka}=\frac{k^2}{k^2+\kappa^2}=\frac{k^2}{k_0^2}.
\]
For an odd state, (\ref{odd}) gives $\sin^2ka=1/(1+\cot^2ka)=k^2/k_0^2$, the same value.

The inside integral of an even state is
\[
\int_{-a}^{a}\cos^2kx\,dx=a+\frac{\sin 2ka}{2k}=a+\frac{\sin ka\cos ka}{k}.
\]
Substituting $\sin ka=(\kappa/k)\cos ka$ turns the last term into $\kappa\cos^2ka/k^2=\kappa/k_0^2$. For an odd state,
\[
\int_{-a}^{a}\sin^2kx\,dx=a-\frac{\sin ka\cos ka}{k},
\]
and $\cos ka=-(\kappa/k)\sin ka$ turns the last term, with its sign, into $+\kappa\sin^2ka/k^2=\kappa/k_0^2$. Both parities therefore give
\begin{equation}
N_{\rm in}=a+\frac{\kappa}{k_0^2}.
\end{equation}
The two equal tails contribute
\begin{equation}
N_{\rm out}=2\psi(a)^2\int_a^\infty e^{-2\kappa(x-a)}dx
=\frac{\psi(a)^2}{\kappa}=\frac{k^2}{\kappa k_0^2}. \label{tails}
\end{equation}
Adding the two parts,
\begin{equation}
N=a+\frac{\kappa^2+k^2}{\kappa k_0^2}=a+\frac1\kappa. \label{norm}
\end{equation}
The normalized state is $\psi/\sqrt N$. A well of half-width $b$ with impenetrable walls has $N=b$, because $\sin 2kb=0$ there. As far as the norm is concerned, the soft wall acts like a hard wall moved outwards by $1/\kappa$.

The matching of slopes was used in both parts, so the proof covers only the levels. At other energies the formula fails in general, though it can hold by accident: a cosine joined to decaying tails also satisfies it when $\sin ka=0$, where the slopes do not match. As an example, take the well of part (e) and a trial energy of 34.41 meV, which is 5\% above its lowest level. A cosine joined continuously to decaying tails, but with a kink at the edges, has norm 6.462 nm, whereas $a+1/\kappa=6.624$ nm.

\subsection*{(c) Outside probability}

Dividing (\ref{tails}) by (\ref{norm}), and using $\kappa(a+1/\kappa)=1+\kappa a$,
\begin{equation}
P_{\rm out}=\frac{N_{\rm out}}{N}
=\frac{k^2}{(k^2+\kappa^2)(1+\kappa a)}. \label{pout}
\end{equation}
The factor $k^2/k_0^2=E/V_0$ is the squared edge value. The factor $1/(1+\kappa a)$ compares the decay length $1/\kappa$ with the norm $a+1/\kappa$.

\emph{Barely bound state.} As a level approaches the barrier top, $k\to k_0$ and $\kappa a\to0$, so $P_{\rm out}\to1$: nearly all the probability lies in the long tails. At the threshold itself no normalizable state is left, so this is a limit only. For the first level the threshold is $V_0\to0$. There $ka=\arctan(\kappa/k)\approx\kappa/k$, hence $\kappa a\approx(ka)^2\approx(k_0a)^2$ and $\kappa^2/k_0^2\approx(k_0a)^2$. To leading order
\[
P_{\rm out}=\frac{1-\kappa^2/k_0^2}{1+\kappa a}\approx1-2(k_0a)^2 .
\]
At $k_0a=0.01$ this is 0.9998, in agreement with the value 0.99980 from integrating the wave function.

\emph{Deep well.} For fixed $n$ and $k_0a\gg1$, $\arcsin(k/k_0)\approx k/k_0$, and (\ref{level}) becomes $k(a+1/k_0)\approx n\pi/2$. Let $k_\infty=n\pi/(2a)$ be the hard-wall value. Then $k\approx k_\infty/(1+1/k_0a)$, while $\kappa\approx k_0$, and
\[
P_{\rm out}\approx\frac{k^2}{k_0^2(1+k_0a)}
\approx\frac{k_\infty^2}{k_0^3a}\left(1+\frac{1}{k_0a}\right)^{-3}.
\]
The leading term falls as $V_0^{-3/2}$. At $k_0a=1000$ and $n=1$ the bracket gives 0.997, and integration of the wave function gives 0.9970 times the leading term.

\subsection*{(d) The slope of the level}

\emph{Hellmann--Feynman argument.} Let $\phi=\psi/\sqrt N$ be real and normalized, so that $E=\langle\phi|H|\phi\rangle$. Differentiating with respect to $V_0$,
\[
\frac{dE}{dV_0}
=\Big\langle\phi\Big|\frac{\partial H}{\partial V_0}\Big|\phi\Big\rangle
+\Big\langle\frac{\partial\phi}{\partial V_0}\Big|H\phi\Big\rangle
+\Big\langle\phi\Big|H\frac{\partial\phi}{\partial V_0}\Big\rangle .
\]
The edges stay at $\pm a$, and $\phi$ and $\phi'$ are continuous there for every $V_0$. Therefore $\partial\phi/\partial V_0$ also has continuous value and slope, and it decays at large $|x|$. In the last term $H$ can then be moved to the left by two integrations by parts with no boundary terms. With $H\phi=E\phi$, the last two terms add to
\[
E\,\frac{d}{dV_0}\langle\phi|\phi\rangle=0 .
\]
Finally, $\partial H/\partial V_0$ is 1 for $|x|>a$ and 0 for $|x|<a$. What remains is the integral of $\phi^2$ outside the well:
\begin{equation}
\frac{dE}{dV_0}=P_{\rm out}. \label{hf}
\end{equation}
The level feels a change of the barrier in proportion to the time-independent probability of being there.

\emph{Direct confirmation.} Put $u=k/k_0$, so that $\sqrt{1-u^2}=\kappa/k_0$. Differentiating (\ref{level}) at fixed $a$ and $n$,
\[
a\,dk+\frac{k_0}{\kappa}\left(\frac{dk}{k_0}-\frac{k\,dk_0}{k_0^2}\right)=0 .
\]
Multiplication by $\kappa$ gives
\[
(1+\kappa a)\,dk=\frac{k}{k_0}\,dk_0 .
\]
Since $E$ and $V_0$ are $k^2$ and $k_0^2$ times the same constant $\hbar^2/2m$,
\[
\frac{dE}{dV_0}=\frac{k\,dk}{k_0\,dk_0}=\frac{k^2}{k_0^2(1+\kappa a)},
\]
which is (\ref{pout}).

The zero of energy matters. Counted from the barrier top, the level is $E-V_0$ and its slope is $P_{\rm out}-1$, minus the probability inside.

The slope can also be summed. The first level obeys $0<E_1<V_0$, so it starts from zero at $V_0=0$, and
\[
E_1(V_0)=\int_0^{V_0}P_{\rm out}(V)\,dV .
\]
For the well of part (e) this integral is 32.772 meV, equal to the level found from (\ref{level}).

\subsection*{(e) Numbers}

With $\hbar^2/2m_e=0.03810$ eV\,nm$^2$, the constant for this mass is $0.03810/0.067=0.5687$ eV\,nm$^2$. Hence $k_0=\sqrt{0.25/0.5687}=0.6630$ nm$^{-1}$, and with $a=5$ nm, $k_0a=3.315$. This lies between $\pi$ and $3\pi/2$, so there are three levels, the third just past its threshold.

For $n=2$, the numerical root of (\ref{level}) is $ka=2.3526$, or $k=0.4705$ nm$^{-1}$. Then
\begin{align*}
E_2&=0.5687\times0.4705^2\ \text{eV}=125.9\ \text{meV},\\
\kappa&=\sqrt{0.6630^2-0.4705^2}=0.467\ \text{nm}^{-1},\\
N&=5+2.141=7.141\ \text{nm},\\
P_{\rm out}&=\frac{(0.4705/0.6630)^2}{1+2.336}=0.151 .
\end{align*}
The same steps for all three levels give:
\begin{center}
\begin{tabular}{ccccc}
$n$ & $E$ (meV) & $1/\kappa$ (nm) & $N$ (nm) & $P_{\rm out}$\\
1 & 32.77 & 1.618 & 6.618 & 0.0320\\
2 & 125.90 & 2.141 & 7.141 & 0.1510\\
3 & 245.07 & 10.745 & 15.745 & 0.6690
\end{tabular}
\end{center}
Diagonalizing the Hamiltonian on a grid at slightly different barrier heights gives slopes 0.03205, 0.15095 and 0.66892, which confirms the last column independently of (\ref{level}).

For a barrier raised by 10 meV at fixed width and mass, $P_{\rm out}\times10$ meV predicts shifts of 0.320, 1.510 and 6.690 meV. Solving again at 260 meV gives 0.313, 1.472 and 6.324 meV. The predictions are too large by about 2\%, 3\% and 6\% of the actual shifts.

The sign follows from (\ref{level}). When $k_0$ rises, part (d) shows that $k$ rises, so $\arcsin(k/k_0)$ must fall, and with it $k/k_0$. Then $\kappa=k_0\sqrt{1-(k/k_0)^2}$ rises. Both factors in (\ref{pout}) become smaller, so $P_{\rm out}$ falls as the barrier grows, and the initial slope overestimates a finite upward shift.

\subsection*{(f) The real structure}

\emph{Barrier mass.} The electron is heavier in AlGaAs, roughly $0.092\,m_e$. The quantity continuous at the edge is then $\psi'/m$ instead of $\psi'$. With this change the levels are 30.5, 120.0 and 244.0 meV, and the outside probabilities are 0.032, 0.141 and 0.610. Relation (\ref{hf}) survives if both masses are held fixed, since $V_0$ still enters $H$ through the potential alone and the matching rule does not contain it. The norm formula does not survive: for $n=1$ the norm is 6.80 nm, but $a+1/\kappa=6.37$ nm. Changing the aluminium content alters the barrier mass as well as its height, so the shift then has a second contribution, which $P_{\rm out}$ does not contain. A heavier barrier lowers the levels, so this contribution opposes the effect of a higher barrier.

\emph{Nonparabolic bands.} Let the masses also depend on energy, as $m(1+E/E_g)$ in the well and $m_b[1-(V_0-E)/E_g']$ in the barrier, with rough gaps $E_g=1.4$ eV and $E_g'=1.8$ eV. The levels become 31.1, 116.2 and 228.5 meV, with slopes 0.035, 0.135 and 0.407. Both masses now depend on $E$, and the barrier mass also on $V_0$, so these slopes are no longer simply the outside integral of $\psi^2$. The third level moves most: its depth below the barrier top is 4.9 meV with equal masses, 6.0 meV with the heavier barrier mass, and 21.5 meV with the energy-dependent masses.

\emph{Width.} Differentiating (\ref{level}) at fixed $k_0$ gives $k\,da+a\,dk+dk/\kappa=0$, hence
\[
\frac{dE}{da}=\frac{2E}{k}\frac{dk}{da}=-\frac{2E}{a+1/\kappa}=-\frac{2E}{N}.
\]
Removing one monolayer, about 0.28 nm of full width, raises the equal-mass levels by 1.4, 5.1 and 3.6 meV when (\ref{level}) is solved again at the new width; the slope alone would give 1.4, 4.9 and 4.4 meV. The third shifts less than the second because its norm is more than twice as large while its energy is less than twice as large. To produce the same shifts at fixed width, the barrier would have to rise by about 50, 37 and 6 meV, so for the two lower levels one monolayer outweighs tens of meV of barrier height.

\emph{Surroundings.} In the equal-mass model, the probability of being more than 10 nm into the barriers is about $10^{-5}$ for $n=2$ but 0.10 for $n=3$, so a neighbouring well at that distance would disturb the third level. A sheet density of $10^{11}$ cm$^{-2}$, spread evenly over the well with no compensating charge nearby and a relative permittivity of about 13, bends the bands by about 2 meV inside and by about 7 meV over the first 10 nm of barrier. These values assume equal fields on both sides; with all the compensating charge far away on one side, the drop in that barrier doubles to 14 meV. The 7 meV exceeds the 4.9 meV equal-mass binding of the third level, but not the 21.5 meV found with energy-dependent masses. At 300 K, $k_BT=25.9$ meV; the Fermi energy at zero temperature would be 3.6 meV, so Boltzmann statistics are reasonable, and the second level holds about 0.03 times the population of the first with the equal-mass levels, or about 0.04 with the nonparabolic levels and the same in-plane mass.

For the two lower levels, the barrier mass and nonparabolicity together change the equal-mass energies by about 5\% and 8\%, and one monolayer of width changes them by about 4\%. These errors can add, so the equal-mass energies should be trusted only to roughly 10--15\%. The third level illustrates weak binding, but its energy, extent and slope should not be used for a real device.

\section*{Table of computed values}
\begin{verbatim}
half-width a = 5.0 nm, barrier V0 = 0.25 eV, mass = 0.067 m_e
hbar^2/(2 m_e) = 0.038100 eV nm^2
k0 = 0.6630 1/nm, k0 a = 3.3152, bound levels = 3
levels tested in other wells = 10
n=1: E = 32.772 meV, k = 0.2401 1/nm, kappa = 0.6181 1/nm
  ka = 1.2003 rad, kappa a = 3.0903, 1/kappa = 1.6180 nm
  integrals: inside 6.4059 nm, outside 0.2121 nm
  norm: quadrature 6.6180 nm, a+1/kappa 6.6180 nm
  P_out: formula 0.03205, quadrature 0.03205
  dE/dV0: roots 0.03205, grid 0.03205
  barrier +10 meV: shift 0.313 meV, P_out estimate 0.320 meV
n=2: E = 125.895 meV, k = 0.4705 1/nm, kappa = 0.4672 1/nm
  ka = 2.3526 rad, kappa a = 2.3358, 1/kappa = 2.1406 nm
  integrals: inside 6.0626 nm, outside 1.0780 nm
  norm: quadrature 7.1406 nm, a+1/kappa 7.1406 nm
  P_out: formula 0.15096, quadrature 0.15096
  dE/dV0: roots 0.15096, grid 0.15095
  barrier +10 meV: shift 1.472 meV, P_out estimate 1.510 meV
n=3: E = 245.074 meV, k = 0.6565 1/nm, kappa = 0.0931 1/nm
  ka = 3.2824 rad, kappa a = 0.4654, 1/kappa = 10.7446 nm
  integrals: inside 5.2117 nm, outside 10.5329 nm
  norm: quadrature 15.7446 nm, a+1/kappa 15.7446 nm
  P_out: formula 0.66898, quadrature 0.66898
  dE/dV0: roots 0.66898, grid 0.66892
  barrier +10 meV: shift 6.324 meV, P_out estimate 6.690 meV
off-level trial E = 34.410 meV: norm 6.4622 nm, a+1/kappa 6.6241 nm
k0 a = 0.01: P_out = 0.99980
k0 a = 1000: P_out / deep-well law = 0.9970
integral of P_out over barrier height, n=1: 32.772 meV
neglected effects: barrier mass 0.092 m_e, gaps 1.4 and 1.8 eV
n=1: two masses E = 30.54 meV, P_out = 0.0324
  with nonparabolicity E = 31.10 meV, dE/dV0 = 0.0353
  width -0.28 nm: shift 1.43 meV; probability beyond 10 nm of barrier 1.37e-07
n=2: two masses E = 120.01 meV, P_out = 0.1410
  with nonparabolicity E = 116.15 meV, dE/dV0 = 0.1354
  width -0.28 nm: shift 5.07 meV; probability beyond 10 nm of barrier 1.32e-05
n=3: two masses E = 243.97 meV, P_out = 0.6101
  with nonparabolicity E = 228.50 meV, dE/dV0 = 0.4067
  width -0.28 nm: shift 3.62 meV; probability beyond 10 nm of barrier 1.04e-01
two masses, n=1: norm 6.8040 nm, a+1/kappa 6.3737 nm
kT at 300 K = 25.85 meV, population n=2 / n=1 = 0.0273
sheet density 1e+11 cm^-2, permittivity 12.9: Fermi energy at 0 K 3.57 meV
band bending: inside 1.75 meV, over 10 nm of barrier 7.01 meV
\end{verbatim}
